# A Methyl Carbon Capping a Lithium Triangle: Hückel Levels and Stabilisation, part 2

In the methyllithium tetramer, (CH₃Li)₄, four lithium atoms form a tetrahedron and a methyl carbon sits above each face. One carbon and the three lithium atoms below it form a cap. We treat each cap separately in a Hückel model with orthonormal orbitals, assuming that each lithium atom has a different hybrid for each of its three faces. The tetramer has eight electrons in these orbitals, two per cap. Energies are in eV.

The carbon orbital \(c\) has energy \(\alpha_C\), and the lithium orbitals \(l_1,l_2,l_3\) have energy \(\alpha_L=\alpha_C+\Delta\). The resonance integrals are \(-b\) for each C–Li contact and \(-t\) for each Li–Li contact, with \(b>0\) and \(t\ge0\). The carbon orbital couples with strength \(-\sqrt3\,b\) to \(s=(l_1+l_2+l_3)/\sqrt3\), whose energy is \(\alpha_L-2t\). With

\[
x=\frac{\Delta}{2}-t,\qquad R=\sqrt{x^2+3b^2},\qquad M=\frac{\alpha_C+\alpha_L-2t}{2},
\]

the levels are \(E_\pm=M\pm R\) and a degenerate pair \(E_e=\alpha_L+t\) with no carbon part. Both electrons occupy \(E_-\), in the orbital \(\phi=\cos\theta\,c+\sin\theta\,s\). The stabilisation per electron, relative to both electrons in \(c\), is \(D=R-x\). It equals \(\sqrt3\,b\) only at \(x=0\).

The populations of carbon and of the three lithium orbitals together are

\[
n_C=1+\frac{x}{R},\qquad n_L=1-\frac{x}{R},
\]

and the bond orders are

\[
p_{CL}=\frac{2\sin\theta\cos\theta}{\sqrt3}=\frac{b}{R},\qquad
p_{LL}=\frac{2\sin^2\theta}{3}=\frac{n_L}{3}.
\]

A single C–Li contact has coupling \(b\) and stabilisation

\[
D_1=\sqrt{\frac{\Delta^2}{4}+b^2}-\frac{\Delta}{2}.
\]

The example has \(\alpha_C=-10\) eV, \(\alpha_L=-4\) eV, \(\Delta=6\) eV, \(b=1.5\) eV and \(t=0.5\) eV. These give \(x=2.5\) eV, \(R=3.606\) eV, \(D=1.106\) eV, \(n_C=1.69\), \(n_L=0.31\), \(p_{CL}=0.42\) and \(p_{LL}=0.10\).

### How much lithium–lithium resonance contributes

Hold \(\Delta\) and \(b\) fixed and vary \(t\). Since \(dx/dt=-1\) and \(dR/dx=x/R\),

\[
\frac{dD}{dt}=\left(\frac{x}{R}-1\right)(-1)=1-\frac{x}{R}=n_L .
\]

Lithium–lithium resonance stabilises the pair in proportion to the charge that the pair leaves on lithium. A pair held entirely on carbon would gain nothing from it. The slope itself grows with \(t\):

\[
\frac{dn_L}{dt}=\frac{d}{dx}\!\left(\frac{x}{R}\right)
=\frac1R-\frac{x^2}{R^3}=\frac{3b^2}{R^3}>0 ,
\]

because lowering \(s\) draws more of the pair onto lithium.

In the example, raising \(t\) from zero to 0.5 eV raises \(D\) from 0.969 to 1.106 eV, an increase of 0.137 eV. At zero gap the same change of \(t\) raises \(D\) from 2.598 to 3.146 eV, an increase of 0.548 eV. The response is four times larger there because the pair is shared about equally between carbon and lithium.

### The energy balance of the pair

The energy of two electrons in \(\phi\) is the sum of the populations times the orbital energies, plus twice each bond order times its resonance integral. The factor of two arises because each pair of orbitals appears twice in the matrix. With three C–Li and three Li–Li contacts,

\[
2E_-=n_C\alpha_C+n_L\alpha_L-6b\,p_{CL}-6t\,p_{LL}.
\]

Subtract this from \(2\alpha_C\), and use \(n_C=2-n_L\) and \(\alpha_L-\alpha_C=\Delta\):

\[
2D=6b\,p_{CL}+6t\,p_{LL}-n_L\Delta .
\]

The first two terms are gains from resonance. The last is the cost of moving charge from the low carbon orbital to the higher lithium orbitals. In numbers,

\[
2D=3.744+0.307-1.840=2.211\ \text{eV}.
\]

With these parameters, about half of the C–Li resonance gain is spent on promoting charge to lithium.

The Li–Li term, 0.307 eV, is not the energy that would be lost if \(t\) were switched off. That loss is \(2(1.106-0.969)=0.274\) eV. The reason is the slope found above. The loss is the integral of \(2n_L\) from zero to \(t\), while the Li–Li term is \(6t\,p_{LL}=2t\,n_L\) with \(n_L\) taken at its final and largest value. When \(t\) is removed, the orbital readjusts and recovers part of the term.

### A different reference: neutral fragments

The stabilisation \(D\) refers to a pair that already sits on carbon. One may instead start from neutral fragments: a methyl radical with one electron in \(c\), and a triangle with one electron in \(s\). The single electron on the triangle is consistent with the count for the tetramer, since each lithium atom divides its valence electron among three faces. The gain on forming the cap is then

\[
\alpha_C+(\alpha_L-2t)-2E_-=2M-2(M-R)=2R .
\]

This is 7.21 eV in the example. Because \(R=D+x\), it splits into

\[
2R=2D+2x=2.21+5.00\ \text{eV}.
\]

The term \(2x\) is the energy released when one electron drops from \(s\) to \(c\) without any mixing of the orbitals. It is the larger part of this sum, but the split supposes that a whole electron moves first. In the final state only \(x/R=0.69\) of an electron has moved from \(s\) to \(c\). This releases \(2x^2/R=3.47\) eV, and the resonance between \(c\) and \(s\) supplies the remaining \(6b^2/R=3.74\) eV. Counted with the final populations, charge transfer and resonance therefore contribute about equally in the example. The two references agree at \(x=0\), where \(2R=2D=2\sqrt3\,b\). A quoted stabilisation therefore needs its reference stated whenever \(c\) and \(s\) differ in energy.

The gain \(2R\) is a sum of one-electron energies. It contains neither the repulsion between the two electrons nor the attraction between the charged fragments, and it should not be read as a dissociation energy.

### The order of the empty levels

The antibonding level \(E_+\) and the degenerate pair \(E_e\) are both empty, and either can be the lower. To compare them, consider

\[
f(E)=(E-\alpha_C)(E-\alpha_L+2t)-3b^2 ,
\]

which vanishes at \(E_-\) and \(E_+\) and is negative between them. At \(E_e=\alpha_L+t\) the first bracket is \(\Delta+t\) and the second is \(3t\), so

\[
f(E_e)=3\left[t(\Delta+t)-b^2\right].
\]

We know that \(E_e\) lies above \(E_-\). Hence \(E_e\) lies below \(E_+\) if and only if \(f(E_e)<0\), that is, if \(b^2>t(\Delta+t)\). The levels cross when \(t^2+\Delta t-b^2=0\), whose positive root is

\[
t_c=\frac{\sqrt{\Delta^2+4b^2}-\Delta}{2}.
\]

In the example \(t_c=(\sqrt{36+9}-6)/2=0.354\) eV. The chosen \(t=0.5\) eV is larger, so the lowest empty level is the symmetric one at \(-3.89\) eV, and the pair at \(-3.50\) eV lies above it. With weak lithium–lithium resonance the order would be reversed. The order also depends on the neglect of overlap. With the overlaps estimated below from the same \(b\) and \(t\), the pair lies at \(-3.40\) eV and the symmetric level at \(-2.41\) eV, so the pair is then the lower. With the larger overlaps of 0.4 and 0.6 quoted in the last section, the same treatment puts the symmetric level at \(-2.96\) eV and the pair at \(+0.50\) eV, which reverses the order once more. The model therefore does not settle which empty level is lowest.

The crossing value equals the stabilisation \(D_1\) of a single C–Li contact, and this is no accident. At the crossing three levels coincide. Within a space of three degenerate orbitals one can find a combination with zero coefficients on two chosen atoms, say \(l_2\) and \(l_3\). It contains just \(c\) and \(l_1\), and it must solve the problem of one contact. The upper level of that problem lies at \(\alpha_L+D_1\), and equating it to \(E_e=\alpha_L+t\) gives \(t_c=D_1\).

### Can the four caps be treated separately?

The cap model gives each lithium atom a separate orbital for each face. Suppose instead that it had a single orbital, shared by three faces. The tetramer then has four carbon and four lithium orbitals. Carbon \(k\) couples with \(-b\) to every lithium except the one opposite its face, so the coupling matrix is

\[
W_{kj}=-b\,(1-\delta_{kj}),\qquad k,j=1,\dots,4 .
\]

On the uniform vector it acts as \(-3b\). On any vector whose components sum to zero it acts as \(+b\), and there are three independent vectors of this kind. Set \(\Delta=t=0\) and measure energies from the common orbital energy. If \(Wv=\lambda v\), then the combinations with coefficients \(v\) on carbon and \(\pm v\) on lithium have energies \(\pm\lambda\). The four bonding levels are therefore \(-3b\) once and \(-b\) three times. Eight electrons fill them, and the mean stabilisation per electron is

\[
\frac{3b+3\times b}{4}=\frac{3b}{2}=2.25\ \text{eV},
\]

compared with \(\sqrt3\,b=2.60\) eV for separate caps. The root of three still appears, but as a root mean square: \((9b^2+3b^2)/4=3b^2\). The energy depends on the mean of the four couplings, which is smaller than their root mean square when they are unequal. At \(\Delta=t=0\), a stabilisation of \(\sqrt3\,b\) per electron thus depends on a separate lithium hybrid for each face.

Separate hybrids on one atom are not fully independent either. Take four equivalent sp³ hybrids on each lithium, three towards faces and one outward. Each is \((\text{s}+\sqrt3\,\text{p}_i)/2\), where \(\text{p}_i\) is a p orbital along the hybrid direction. The directions have mutual cosine \(-1/3\), so with atomic energies \(\varepsilon_s\) and \(\varepsilon_p\) two hybrids on the same atom couple by

\[
g=\frac14\left[\varepsilon_s+3\varepsilon_p\left(-\frac13\right)\right]
=-\frac{\varepsilon_p-\varepsilon_s}{4}.
\]

A splitting of 2 eV gives \(g=-0.5\) eV. The tetramer then has 4 carbon orbitals and 16 lithium hybrids. We keep \(b\) and \(t\) within each cap, couple all hybrids on the same atom by \(g\), and diagonalise the matrix of 20 orbitals numerically. The mean stabilisation of the eight electrons becomes 1.12 eV, against 1.11 eV for the isolated cap. The four occupied levels are no longer equal: one lies 0.24 eV below the other three.

First-order perturbation theory in \(g\) explains both results. The occupied orbital of one cap contains one hybrid from each of its lithium atoms, so \(g\) has no diagonal element in it, and the mean is unchanged to this order. Two different caps share two lithium atoms, and their occupied orbitals couple by

\[
v=2g\left(\frac{\sin\theta}{\sqrt3}\right)^2=g\,p_{LL}.
\]

Four levels coupled equally by \(v\) split into \(3v\) once and \(-v\) three times. The splitting is \(4|v|=4\times0.5\times0.102=0.20\) eV, close to the numerical 0.24 eV. For these parameters, the coupling between hybrids on the same atom therefore changes the total energy little. Resonance between orbitals on different atoms that belong to different caps is left out here, so this does not show that the caps of the real tetramer are independent. A Hartree–Fock calculation of the tetramer at the distances used below puts the single level 2.3 eV (STO-3G basis) or 1.8 eV (3-21G basis) below the other three. The order is the same as in the model, but the splitting is about ten times larger.

### Overlap

The assumption of orthonormal orbitals is more serious. To estimate its effect we take the Wolfsberg–Helmholz relation, in which the matrix element between orbitals \(i\) and \(j\) with overlap \(S_{ij}\) is

\[
H_{ij}=K S_{ij}\,\frac{\alpha_i+\alpha_j}{2},\qquad K=1.75 .
\]

We identify the resonance integral with the part that remains after subtracting \(S_{ij}(\alpha_i+\alpha_j)/2\), since that part is unchanged when all energies are shifted by a constant \(\epsilon\): \(H_{ij}\) then changes by \(\epsilon S_{ij}\), and so does the subtracted term. The Wolfsberg–Helmholz estimate itself does depend on the zero of energy, which is taken here as a free electron at rest. Thus \(-b=(K-1)S_{CL}(\alpha_C+\alpha_L)/2\), and similarly for \(t\):

\[
S_{CL}=\frac{1.5}{0.75\times7}=0.286,\qquad
S_{LL}=\frac{0.5}{0.75\times4}=0.167 .
\]

With overlap, every off-diagonal element \(H_{ij}\) in the secular problem is replaced by \(H_{ij}-ES_{ij}\). For the symmetric combination this gives

\[
(\alpha_C-E)\left[\alpha_L-2t-E+2S_{LL}(\alpha_L-E)\right]
=3\left[-b+S_{CL}\left(\frac{\alpha_C+\alpha_L}{2}-E\right)\right]^2 .
\]

The lowest solution, found numerically, lies just 0.150 eV below \(\alpha_C\). At \(E=-10.15\) eV the square bracket on the right is \(-1.5+0.286\times3.15=-0.60\) eV, so the effective coupling has fallen to less than half of \(b\). The stabilisation falls by 86% relative to the value without overlap.

This result limits what \(D\) can mean. If \(\alpha_C\) and \(\alpha_L\) are the energies of separate fragments, the Hückel formula overstates the stabilisation heavily. If they are the energies of orbitals already made orthogonal, the formula can stand, but \(\alpha_C\) then includes the repulsion due to overlap and is no longer the level of a free methyl group. The other parameters change as well. Symmetric orthogonalisation of the matrices above gives \(\alpha_C=-9.10\) eV, \(\alpha_L=-3.42\) eV, \(b=1.53\) eV and \(t=0.02\) eV, and the formula then gives \(D=1.05\) eV below the raised carbon level. The C–Li resonance survives almost unchanged, while the Li–Li resonance nearly vanishes.

### Charges and the gap

The gap is fixed in the model, although the charges in the cap would shift it. For a change of 2 eV either way, with \(b\) and \(t\) held fixed, \(D\) becomes 1.50 eV at \(\Delta=4\) eV and 0.86 eV at \(\Delta=8\) eV.

The electrostatic energy itself can be sized with point charges. A neutral methyl group has one electron in \(c\), so each carbon gains \(q=n_C-1=0.69\) electrons. Each lithium loses \(q/3\) to each of three caps and carries \(+0.69e\). Place the lithium atoms on a regular tetrahedron with edges of 0.25 nm, and each carbon outside a face, on its axis, 0.23 nm from three lithium atoms. Summing over all pairs of the eight charges and dividing by four gives

\[
\frac14\sum_{i<j}\frac{q_iq_j}{4\pi\varepsilon_0r_{ij}}=-3.92\ \text{eV}
\]

per methyllithium unit. This is larger in size than \(2D=2.21\) eV. It leaves out the repulsion within each atom and the spread of charge over the methyl group, so it indicates a scale and cannot simply be added to \(2D\). The potentials of the same point charges would widen the gap by about 11 eV, while the repulsion between the two electrons on carbon opposes this. With \(\alpha_C\) taken as minus the ionisation energy of the radical, that shift is \(Un_C/2\), where \(U\), the ionisation energy minus the electron affinity, is about 10 to 11.5 eV. The shift is then 8 to 10 eV, so the net change of the gap is a small difference of two large terms. The changes of 2 eV used above are therefore an illustration and not a bound on the real shift.

### The model beside methyllithium

The orbital energies are round numbers in the rough regime of methyllithium. The carbon energy corresponds to an ionisation energy of a methyl radical near 10 eV, and the lithium energy lies between those of the 2s and 2p orbitals. The two distances are round values chosen to set the scale of the tetramer. The strengths \(b\) and \(t\) are illustrative. They are not directly measurable, and other reasonable choices would change \(D\) appreciably. In the minimal STO-3G basis, sp³ hybrids at these distances overlap by about 0.4 for C–Li and 0.6 for Li–Li, more than the 0.286 and 0.167 inferred above from \(b\) and \(t\). The Li–Li value depends on the orbital chosen: a more diffuse lithium orbital, with a Slater exponent of 0.65 in place of 0.80, raises it to about 0.7. Hartree–Fock 2s and 2p orbitals of lithium give 0.36 for C–Li and 0.72 for Li–Li, and STO-3G hybrids aimed at the centre of the face, not along the sp³ directions, give 0.34 and 0.70. The overlaps are thus uncertain by about 0.05 for C–Li and by more than 0.1 for Li–Li. Through the Wolfsberg–Helmholz relation used above, overlaps of 0.4 and 0.6 would correspond to \(b=2.1\) eV and \(t=1.8\) eV, so the example lies on the weak side.

The real C–Li bond is strongly polar, with the negative charge on carbon, and the model agrees in direction. Two assumptions that the real molecule clearly breaks are zero overlap and the absence of electrostatic energy. By the estimates above, the first can reduce \(D\) from 1.11 to 0.15 eV, and the second omits an energy of several eV per unit. The symmetry result is more robust. As long as the cap and its surroundings share a threefold axis through the carbon, a carbon orbital symmetric about that axis mixes with the in-phase lithium combination and not with the degenerate pair. The value of \(D\), by contrast, is an orbital energy of this model and not a prediction of the bond energy.
